Spin coherent states: overlaps, solid-angle phases and resolution of identity

**1. What a direction leaves out**

Suppose that a spin 3/2 is described by the direction n in which it points, and that a sum over intermediate states is replaced by an integral over directions. If the integral of |n><n| over the unit sphere is taken to be the identity, every insertion multiplies the amplitude by a spurious factor π. If different directions are treated as orthogonal, transition probabilities that are far from zero are lost. If the overlaps are replaced by their moduli, the relative phases of different sequences of directions disappear, and contributions that should partly cancel all add up instead. The measure, the overlap and the phase are all needed, and all three follow from the spin-1/2 case.

We set ħ = 1, so angular momenta are pure numbers. Let j = 1/2, 1, 3/2, ... be fixed, and let n be a unit vector with polar angles θ and φ. The coherent state |n> is the normalized solution of

(n·J)|n> = j|n>. (1)

The operator n·J is a rotated Jz, so its largest eigenvalue j is nondegenerate within the spin-j space. Equation (1) therefore fixes |n> up to a phase.

**2. Reduction to spin 1/2**

Take 2j spins 1/2 with total angular momentum J = Σ σ_a/2, where a labels the spins. The state with all spins up has Jz = j and is annihilated by the raising operator J₊. Since J² = Jz² + Jz + J₋J₊, it has J² = j(j+1). Lowering it repeatedly gives symmetric states with k = 0, 1, ..., 2j spins down. There is one normalized symmetric state for each k, up to a phase, so these 2j+1 states span the symmetric subspace, which is thus a spin-j space.

Let |n>_½ be the state of one spin 1/2 with (n·σ)|n>_½ = |n>_½. In the product of 2j copies each spin contributes 1/2 to n·J, and the sum is j. The product is also symmetric. By the uniqueness of the solution of (1),

|n> = |n>_½ ⊗ |n>_½ ⊗ ... ⊗ |n>_½ (2j factors). (2)

For one spin we choose the phase so that

|n>_½ = c|+> + e^{iφ} s|−>, c = cos(θ/2), s = sin(θ/2). (3)

To verify this, apply n·σ, whose rows are (cos θ, e^{−iφ} sin θ) and (e^{iφ} sin θ, −cos θ). The upper component becomes c cos θ + s sin θ = cos(θ − θ/2) = c. The lower one becomes e^{iφ}(c sin θ − s cos θ) = e^{iφ} s. The state is reproduced.

Now expand (2). There are C(2j,k) = (2j)!/[k!(2j−k)!] product states with k spins down, all with the coefficient c^{2j−k}(e^{iφ}s)^k. Their sum is √C(2j,k) times the normalized state |j,m> with m = j−k. Hence

<j,j−k|n> = √C(2j,k) c^{2j−k} (e^{iφ}s)^k. (4)

**3. The squared overlap**

The projector on |n>_½ is

P(n) = (1 + n·σ)/2, (5)

because the right-hand side equals 1 on the eigenvector of n·σ with eigenvalue +1, and 0 on the other. The Pauli matrices obey

(n·σ)(n'·σ) = n·n' + i(n×n')·σ. (6)

Since Tr 1 = 2 and Tr σ = 0, the squared overlap for spin 1/2 is

Tr P(n)P(n') = ¼(2 + 2n·n') = (1 + n·n')/2. (7)

By (2), the overlap for spin j is the spin-1/2 overlap to the power 2j. Therefore

|<n|n'>|² = [(1 + n·n')/2]^{2j}. (8)

Let ϑ be the angle between n and n'. Since 1 + cos ϑ = 2cos²(ϑ/2), the right-hand side is cos^{4j}(ϑ/2). It vanishes for antipodal directions and is nonzero for all others. For small ϑ, the expansion ln cos x = −x²/2 − x⁴/12 − ... with x = ϑ/2 gives

ln|<n|n'>|² = −jϑ²/2 − jϑ⁴/48 − .... (9)

The overlap thus narrows to an angular width of order 1/√j, and this is how a classical direction emerges at large j. The Gaussian exp(−jϑ²/2) has a small relative error if, besides ϑ being small, jϑ⁴/48 is small. At ϑ = 30° and j = 10 the squared overlap is 0.2499 and the Gaussian gives 0.2539, which is 1.6% too large relative to the former. At j = 50 the values are 0.000974 and 0.001055, and the relative excess has grown to about 8%.

**4. The triple product**

The phase of a single overlap depends on the phases chosen for the two states. Consider instead

T = <n1|n2><n2|n3><n3|n1>. (10)

Each state occurs once as a ket and once as a bra, so its arbitrary phase cancels. By (2), T is the 2j-th power of the spin-1/2 product T_½, and

T_½ = Tr P(n1)P(n2)P(n3). (11)

Write A, B, C for n1·σ, n2·σ, n3·σ. Expanding the three factors (5) gives

T_½ = ⅛ Tr(1 + A + B + C + AB + BC + AC + ABC). (12)

The linear terms have no trace. By (6), Tr AB = 2n1·n2, and similarly for the other pairs. Also by (6), AB = n1·n2 + i(n1×n2)·σ. Multiplying by C and taking the trace leaves Tr ABC = 2i(n1×n2)·n3. With

D = 1 + n1·n2 + n2·n3 + n3·n1, V = n1·(n2×n3), (13)

the result is

T_½ = (D + iV)/4, T = [(D + iV)/4]^{2j}. (14)

If two of the directions are antipodal, T vanishes by (8) and has no phase. We exclude that case from here on. Each pair of distinct points is then joined by a unique shorter great-circle arc, and the three arcs bound a spherical triangle. Let Ω be its signed solid angle, positive if n1→n2→n3 runs counterclockwise as seen from outside the sphere.

**5. Why the phase is a solid angle**

A common rotation of the three directions changes neither D, V nor Ω. We may therefore put n1 at the north pole, where (3) gives |n1>_½ = |+>. Then <n1|n2>_½ = cos(θ2/2) and <n3|n1>_½ = cos(θ3/2). Both are positive, since neither n2 nor n3 is at the south pole. What remains is

arg T_½ = arg <n2|n3>_½. (15)

Assume first that n2 ≠ n3 and that the arc between them avoids both poles. Let ϑ < π now be the length of this arc, and let a be the unit vector along n2×n3. Rotation about a through an angle α carries n2 along the arc to n(α), with n(ϑ) = n3. The rotated state is

ψ(α) = exp(−iα a·σ/2)|n2>_½ = [cos(α/2) − i sin(α/2) a·σ]|n2>_½. (16)

By (5) and (6), the expectation value of σ in |n>_½ is n. Since a is perpendicular to n2,

<n2|ψ(α)> = cos(α/2), (17)

which is positive along the whole arc.

The state ψ(α) points along n(α), so it equals the standard state (3) up to a phase: ψ(α) = e^{iη(α)}|n(α)>_½, with η(0) = 0. We find η by computing <ψ|dψ/dα> in two ways. From (16), dψ/dα = −(i/2)(a·σ)ψ, so

<ψ|dψ/dα> = −(i/2) a·n(α) = 0, (18)

because the whole arc is perpendicular to a. From the standard form, with primes denoting d/dα,

<ψ|dψ/dα> = iη' + cc' + ss' + is²φ' = iη' + is²φ'. (19)

Here cc' + ss' is half the derivative of c² + s² = 1 and vanishes. Equating (18) and (19), and using s² = (1 − cos θ)/2, gives

η' = −½(1 − cos θ)φ'. (20)

At the end of the arc, (17) reads e^{iη(ϑ)}<n2|n3>_½ = cos(ϑ/2) > 0. The phase of the overlap must cancel η(ϑ), so

arg <n2|n3>_½ = −η(ϑ) = ½ ∫ (1 − cos θ) dφ, (21)

with the integral taken along the arc from n2 to n3.

This integral is the area of the triangle. Its sides through n1 are meridians. A strip of width dφ running from the pole down to polar angle θ has the area dφ ∫₀^θ sin θ' dθ' = (1 − cos θ)dφ. The strips do not overlap, because φ' sin²θ is the z component of n×dn/dα = a, a constant. So φ' either keeps one sign or is zero along the whole arc; in the latter case the arc lies on a meridian and both the integral and the area vanish. Increasing φ is the counterclockwise sense seen from outside, as required for Ω > 0. Hence arg T_½ = Ω/2 modulo 2π. Taking the 2j-th power and using (8) for the modulus gives

T = |<n1|n2>| |<n2|n3>| |<n3|n1>| e^{ijΩ}. (22)

The cases set aside are limits. If n2 = n3, or if the arc passes through n1, the enclosed area tends to zero and T is positive. If the arc passes through the south pole, the three arcs together form a full great circle, and either hemisphere may be called the interior. The values Ω = 2π and Ω = −2π then differ by 4π, which changes the phase jΩ by 4πj. This is a multiple of 2π because 2j is an integer. For the same reason, any triangle may be replaced by the complementary region of the sphere, whose signed solid angle is Ω − 4π for Ω > 0.

Longer closed chains can be built from triangles if none of the diagonals used joins antipodal points. For four directions with n1 and n3 not antipodal,

T(1,2,3) T(1,3,4) = |<n1|n3>|² <n1|n2><n2|n3><n3|n4><n4|n1>. (23)

The factor |<n1|n3>|² is positive, so the phase of the four-state product is j times the sum of the two signed solid angles, provided that no neighbouring pair is antipodal.

**6. The branch of the arctangent**

The arc in (21) is shorter than half a great circle, so φ changes by less than π along it. Since 1 − cos θ < 2, it follows that |Ω| < 2π and that Ω/2 lies between −π and π. (The limiting case of an arc through the south pole has V = 0, D < 0 and Ω = ±2π, where either sign gives the same T.) It is then the polar angle of the point (D, V) in the plane:

Ω = 2 atan2(V, D), (24)

where atan2 uses the signs of both arguments. For D ≠ 0 the relation tan(Ω/2) = V/D is also true, but its principal arctangent lies between −π/2 and π/2. For D < 0 it misses Ω/2 by π and Ω by 2π. The phase factor in (22) then acquires the error e^{±2πij} = (−1)^{2j}. For integer j this is harmless; for half-odd j it reverses the sign of T.

**7. Two triangles for j = 3/2**

Let n1 be the north pole, and let n2 and n3 have the polar angles (60°, 0°) and (90°, 120°). Then

n2 = (√3/2, 0, 1/2), n3 = (−1/2, √3/2, 0). (25)

The scalar products are n1·n2 = 0.5, n2·n3 = −√3/4 = −0.43301 and n3·n1 = 0. Since 2j = 3, equation (8) gives the squared overlaps

|<n1|n2>|² = (1.5/2)³ = 0.4219,
|<n2|n3>|² = (0.56699/2)³ = 0.02278,
|<n3|n1>|² = (1/2)³ = 0.1250. (26)

The square root of their product is |T| = 0.03466. For the phase,

D = 1 + 0.5 − 0.43301 + 0 = 1.06699, V = (√3/2)(√3/2) = 0.7500,
Ω = 2 atan2(0.7500, 1.06699) = 1.22536 sr. (27)

The phase is jΩ = 1.5 × 1.22536 = 1.8380 rad, and T = −0.00915 + 0.03343i. Direct integration of the solid angle gives the same Ω.

For the second triangle, put all three points at θ = 80°, with φ = 0°, 120° and 240°. Each scalar product is cos²80° + sin²80° cos 120° = −0.45477. Then

D = 1 − 3 × 0.45477 = −0.3643, V = 3 sin²80° cos 80° sin 120° = 0.4375. (28)

Equation (24) gives Ω = 4.530 sr, again in agreement with direct integration. The phase jΩ = 6.795 rad is equivalent to 0.512 rad, and T = 0.00251 + 0.00141i. The principal arctangent would give Ω = −1.753 sr and T = −0.00251 − 0.00141i, which has the wrong sign.

**8. The resolution of identity**

Let d²n = sin θ dθ dφ, and let K be the integral of |n><n| over the sphere. By (4), the matrix element of K between |j,j−k> and |j,j−l> contains the factor e^{i(k−l)φ}. Its integral over φ is 2π for k = l and zero otherwise, so K is diagonal. The diagonal elements are

K_k = 2π C(2j,k) ∫₀^π c^{2(2j−k)} s^{2k} sin θ dθ. (29)

Substitute u = c² = (1 + cos θ)/2. Then s² = 1 − u and sin θ dθ = −2du, and u runs from 1 down to 0. Reversing the limits removes the minus sign:

K_k = 4π I_k, I_k = C(2j,k) ∫₀¹ u^{2j−k}(1−u)^k du. (30)

All the I_k can be found at once. Multiply by t^k, with t ≠ 1, and sum over k. The binomial theorem gives

Σ_k t^k I_k = ∫₀¹ [u + t(1−u)]^{2j} du. (31)

With w = u + t(1−u) we have dw = (1−t)du, and w runs from t to 1. Therefore

Σ_k t^k I_k = (1 − t^{2j+1})/[(2j+1)(1−t)] = (1 + t + ... + t^{2j})/(2j+1). (32)

Comparing powers of t gives I_k = 1/(2j+1) for every k. Thus K is 4π/(2j+1) times the identity, or

(2j+1)/(4π) ∫ d²n |n><n| = 1. (33)

For j = 3/2 each diagonal element of K is 4π/4 = 3.1416, which is the factor π met at the start.

Taking the expectation value of (33) in a state |n'> ties the measure to the overlap (8). With x = n·n', the left-hand side becomes

(2j+1)/(4π) × 2π ∫₋₁¹ [(1+x)/2]^{2j} dx = (2j+1)/2 × 2/(2j+1) = 1. (34)

For any normalized spin-j state |χ>, the function (2j+1)/(4π) |<n|χ>|² is likewise nonnegative and integrates to one. It is not a distribution over mutually exclusive states, since coherent states in different directions overlap unless they are antipodal.

The 1 in (33) is the identity of a single spin-j space. In the full space of 2j spins 1/2, each product state (2) is symmetric, so the left-hand side annihilates everything orthogonal to the symmetric subspace. In the full space it is therefore the projector on the symmetric subspace. For three spins 1/2 its trace is 4, while the full space has dimension 8. A system whose total spin can change therefore needs more than the states (2) for a complete set.

The numerical check checks (4), (8), (9), (14), (17), (18), the phase in (22), (24), (33) and the symmetric projector for three spins with states obtained by diagonalizing n·J and with solid angles and sphere integrals computed by quadrature. It checks (21) with the states (3). The limiting cases of section 5, the chain (23) and the check (34) are not tested numerically.

Table of computed values

```
Squared overlap at separation 30 deg (dimensionless):
  j =  0.5: from states 0.933013, Gaussian 0.933757
  j =  1.5: from states 0.812199, Gaussian 0.814145
  j = 10.0: from states 0.249891, Gaussian 0.253909
  j = 50.0: from states 0.000974, Gaussian 0.001055
Small triangle, j = 1.5:
  n1.n2 = 0.500000, squared overlap = 0.421875
  n2.n3 = -0.433013, squared overlap = 0.022784
  n3.n1 = 0.000000, squared overlap = 0.125000
  D = 1.066987, V = 0.750000 (dimensionless)
  solid angle by quadrature = 1.225358 sr
  2 atan2(V, D) = 1.225358 sr
  2 arctan(V/D), principal value = 1.225358 sr
  j*Omega = 1.838036 rad
  triple product = -0.009153 +0.033432 i
  modulus = 0.034663
  phase in (-pi, pi] = 1.838036 rad
  with principal arctan = -0.009153 +0.033432 i
Large triangle, j = 1.5:
  n1.n2 = -0.454769, squared overlap = 0.020261
  n2.n3 = -0.454769, squared overlap = 0.020261
  n3.n1 = -0.454769, squared overlap = 0.020261
  D = -0.364308, V = 0.437547 (dimensionless)
  solid angle by quadrature = 4.530221 sr
  2 atan2(V, D) = 4.530221 sr
  2 arctan(V/D), principal value = -1.752964 sr
  j*Omega = 6.795331 rad
  triple product = 0.002514 +0.001413 i
  modulus = 0.002884
  phase in (-pi, pi] = 0.512146 rad
  with principal arctan = -0.002514 -0.001413 i
Integral of |n><n| over the sphere, j = 1.5:
  diagonal elements = 3.141593, 3.141593, 3.141593, 3.141593
  largest off-diagonal element below 1e-11: True
  4 pi/(2j+1) = 3.141593
Three spins 1/2: trace of the integrated projector = 4.000000, full dimension = 8
```
